# Double Hysteresis Without a Zero-Field Polar Minimum in Sixth-Order Landau Theory

A capacitor film that is nonpolar at zero field, becomes polar in a strong field and returns when the field is lowered can store energy and give much of it back. Consider a uniform film with one polarization component $P$ along the field $E$ and the energy density

$$f(P)=\frac a2P^2-\frac b4P^4+\frac c6P^6,\qquad b>0,\quad c>0 .$$

At fixed field the function to be minimized is $G=f-EP$. The coefficients are effective ones for the film at fixed temperature and fixed mechanical conditions.

The field is cycled slowly between $+E_{\max}$ and $-E_{\max}$. The film stays in its local minimum of $G$ until that minimum vanishes, then runs downhill to the next one. Thermal activation and domain walls are left out at first. "Double hysteresis" means two separate loops, one at positive and one at negative field. A "polar minimum" is a local minimum of $f$ at $P\neq0$, whether or not it is the lowest.

A single $P$ describes a field-induced polar transition, which looks antiferroelectric from outside. It does not resolve the two opposed sublattices of a true antiferroelectric.

## (a) Reduce the problem to one parameter

**Find the relation between field and polarization, the stability condition, and the combination of coefficients that fixes the shape of the curve.**

Setting $\partial G/\partial P=0$ gives

$$E(P)=aP-bP^3+cP^5 .$$

The second derivative of $G$ is $E'(P)=a-3bP^2+5cP^4$. A state is therefore a local minimum where the curve $E(P)$ rises, and a maximum where it falls.

Let $P=P_0p$ with $P_0^2=b/c$. Then $bP_0^3=(b^2/c)P_0$ and $cP_0^5=c(b/c)^2P_0=(b^2/c)P_0$, so the last two terms share one scale. With $E_0=b^2P_0/c$,

$$e\equiv\frac{E}{E_0}=\alpha p-p^3+p^5,\qquad \alpha=\frac{ac}{b^2}.$$

Only $\alpha$ affects the shape. Below, $x=p^2$.

## (b) Remove the polar minimum at zero field

**For which $\alpha$ does $f$ have no polar minimum? Is this the same as asking that the nonpolar state be lowest?**

At $e=0$ and $p\ne0$, division by $p$ leaves

$$x^2-x+\alpha=0,\qquad x=\frac{1\pm\sqrt{1-4\alpha}}2 .$$

For $\alpha>1/4$ there is no real root, hence no polar stationary point.

For $\alpha<1/4$ the larger root exceeds $1/2$. To find its character, insert $\alpha=x-x^2$ into the slope:

$$e'=\alpha-3x+5x^2=-2x+4x^2=2x(2x-1).$$

This is positive for $x>1/2$, so the larger root is a polar minimum.

At $\alpha=1/4$ both roots merge at $x=1/2$, and

$$e=p\left(p^2-\tfrac12\right)^2 .$$

For $p>0$ this touches zero without changing sign. Since $e$ is the slope of the reduced energy, the energy rises on both sides of the point, which is an inflection and not a minimum.

The question of the lowest state is different. The reduced energy divided by $x$ is

$$\frac\alpha2-\frac x4+\frac{x^2}6 .$$

Its derivative, $-1/4+x/3$, vanishes at $x=3/4$, where the value is $\alpha/2-3/16+3/32=\alpha/2-3/32$. A polar state is lower than $P=0$ if this is negative, that is for $\alpha<3/16$. Between $3/16$ and $1/4$ the nonpolar state is lowest, yet a polar minimum remains and can trap the film.

## (c) Find the switching fields

**When is there any hysteresis, and at which fields do the jumps occur?**

The slope is a parabola in $x$:

$$e'=5x^2-3x+\alpha=5\left(x-\tfrac3{10}\right)^2+\alpha-\tfrac9{20}.$$

For $\alpha\ge9/20$ it is nowhere negative, and it vanishes at most at isolated points. The curve $e(p)$ then rises strictly, each field has one state, and there is no hysteresis.

For $0<\alpha<9/20$ the slope is negative between two positive values of $x$:

$$x_{1,2}=\frac{3\mp\sqrt{9-20\alpha}}{10}.$$

The nonpolar branch ends at $p_1=\sqrt{x_1}$, and the polar branch ends at $p_2=\sqrt{x_2}$. At both points $\alpha=3x-5x^2$, so

$$e=p(\alpha-x+x^2)=p(2x-4x^2)=2p^3(1-2x).$$

To restore units, use $E_0/P_0^3=b$ and $x=cP^2/b$:

$$E_{\rm sw}=2P^3(b-2cP^2),\qquad P^2=\frac{3b\mp\sqrt{9b^2-20ac}}{10c}.$$

The upper sign gives the forward field $E_f$, at which the film becomes polar. The lower sign gives the return field $E_r$. Since $e$ falls between $p_1$ and $p_2$, $E_f>E_r$.

The loop closes smoothly as $\alpha\to9/20$. There $x\approx3/10$, so $x-x_i\approx2\sqrt{0.3}\,(p-p_i)$ and $e'\approx6(p-p_1)(p-p_2)$. The integral of $(p-p_1)(p_2-p)$ from $p_1$ to $p_2$ is $(p_2-p_1)^3/6$, hence

$$e_f-e_r\approx(p_2-p_1)^3\approx\left(\frac{\sqrt{9-20\alpha}}{10\sqrt{0.3}}\right)^3 .$$

To leading order the width vanishes as the $3/2$ power of the distance from the upper limit.

## (d) Follow the whole cycle and state the interval

**Which values of $a$ give two separate loops and no polar minimum at zero field? What happens just below this range?**

The forward field is positive because $x_1<3/10$. The return field is positive if $x_2<1/2$, that is

$$3+\sqrt{9-20\alpha}<5\;\Longleftrightarrow\;9-20\alpha<4\;\Longleftrightarrow\;\alpha>\tfrac14 .$$

This is the condition found in (b): the polar state must be lost before the field reaches zero.

Take $1/4<\alpha<9/20$ and start at $p=0$. As the field rises, the film follows the nonpolar branch to $p_1$. Beyond $e_f$ the one remaining state lies on the polar branch, because $e(p)<0$ for all $p<0$ in this range. When the field is lowered, the film stays polar down to $e_r>0$, drops to the nonpolar branch and reaches $p=0$ at zero field. Because $e(-p)=-e(p)$, the negative half-cycle mirrors this. The interval is therefore

$$\boxed{\frac{b^2}{4c}<a<\frac{9b^2}{20c}}$$

provided that $E_{\max}>E_f$. With a smaller amplitude, a film that starts nonpolar never switches. At the lower end the two loops touch at $E=0$; at the upper end they have shrunk to nothing.

If the energy is written $AP^2-BP^4+CP^6$, then $a=2A$, $b=4B$, $c=6C$. The limits become $2A=16B^2/(24C)$ and $2A=144B^2/(120C)$, so

$$\frac{B^2}{3C}<A<\frac{3B^2}{5C}.$$

Just below the interval the return field is negative, and the film keeps a remanent polarization. It can still return to the nonpolar branch if that branch exists at the field $-|e_r|$, which requires $|e_r|<e_f$. To find the limit, write $e^2=4h(x)$ with $h=x^3-4x^4+4x^5$. Let $s=x_1+x_2=3/5$ and $q=x_1x_2=\alpha/5$. Then

$$\frac{h(x_1)-h(x_2)}{x_1-x_2}=(s^2-q)-4s(s^2-2q)+4(s^4-3s^2q+q^2).$$

Inserting $s=3/5$ gives

$$4q^2-0.52q+0.0144=4(q-0.04)(q-0.09).$$

The roots are $\alpha=1/5$ and the merging point $\alpha=9/20$. Between them the product is negative; since $x_1-x_2$ is also negative, $e_f^2>e_r^2$. For an amplitude large enough to pass every jump (above both $E_f$ and $|E_r|$), the cycle thus has these regimes:

- $0<\alpha<1/5$: one jump from one polar state to the opposite one, a single loop.
- $1/5<\alpha<1/4$: two jumps per sweep, but with remanence.
- $1/4<\alpha<9/20$: two separate loops without remanence.
- $\alpha\ge9/20$: no hysteresis.

The thresholds were tested by bisection on sampled energies, without the formulas above. For $b=1.7$ and $c=0.6$ in scaled units this gave $0.25000$ for the loss of the polar minimum, $0.45000$ for the loss of hysteresis, $0.18750$ for equal energies and $0.20000$ for the change from single to double switching.

## (e) Account for the energy

**How much energy is supplied and recovered when the field goes from zero to $E_{\max}$ and back, for $a$ inside the interval?**

The source does work $\int E\,dP$ per volume. On a smooth branch $E=f'(P)$, so this work equals the change of $f$. In the forward jump, from $P_1$ to $P_1'$ at fixed $E_f$, the source supplies $E_f(P_1'-P_1)$ while $f$ changes by $f(P_1')-f(P_1)$. The difference is dissipated:

$$D_f=G(P_1)-G(P_1')\quad\text{at }E=E_f .$$

The total supplied is $W_{\rm in}=f(P_{\max})+D_f$, since $f(0)=0$.

In the return jump, from $P_2$ to $P_2'$ at fixed $E_r$, the film loses $f(P_2)-f(P_2')$ but gives the source only $E_r(P_2-P_2')$. The loss is $D_r=G(P_2)-G(P_2')$ at $E=E_r$, and

$$W_{\rm out}=f(P_{\max})-D_r,\qquad W_{\rm in}-W_{\rm out}=D_f+D_r ,$$

which is the area of one loop. The film ends at $P=0$ because no polar minimum exists there. For $1/5<\alpha<1/4$ it would stop at a remanent $P_R$, and the first discharge would return $f(P_{\max})-f(P_R)$.

## (f) Work out a film

**A 10 nm film has $a=0.4$ MV cm/µC, $b=1.8\times10^{-3}$ MV cm⁵/µC³ and $c=2.5\times10^{-6}$ MV cm⁹/µC⁵. It is driven to 3.0 MV/cm. Find its interval, switching fields and efficiency.**

With $b^2/c=3.24\times10^{-6}/2.5\times10^{-6}=1.296$ MV cm/µC, the limits are

$$\frac{1.296}{4}=0.324,\qquad \frac{9\times1.296}{20}=0.583\ \text{MV cm/µC},$$

or $3.24\times10^9$ and $5.83\times10^9$ V m/C. The film lies inside, with $\alpha=0.4/1.296=0.309$.

The stability limits are $P_1=9.74$ and $P_2=18.36$ µC/cm². The switching fields follow:

$$E_f=2(9.74)^3\left[1.8\times10^{-3}-5\times10^{-6}(9.74)^2\right]\approx2.45\ \text{MV/cm},$$

$$E_r=2(18.36)^3\left[1.8\times10^{-3}-5\times10^{-6}(18.36)^2\right]\approx1.42\ \text{MV/cm}.$$

Solving $E(P)=E_f$ and $E(P)=E_r$ for the other stable root gives the landing points, $P_1'=21.91$ and $P_2'=3.79$ µC/cm². At the peak field $P_{\max}=22.60$ µC/cm².

Since 1 MV/cm times 1 µC/cm² is 1 J/cm³, the three terms of $f$ give

$$f(P_{\max})=102.2-117.4+55.5\approx40.3\ \text{J/cm}^3 .$$

For the jumps, $G=f-EP$ gives

$$D_f=(15.3-23.9)-(38.4-53.7)\approx6.7\ \text{J/cm}^3,$$

$$D_r=(32.24-26.06)-(2.78-5.38)\approx8.8\ \text{J/cm}^3 .$$

Hence $W_{\rm in}=47.0$ and $W_{\rm out}=31.5$ J/cm³. The loss is 15.5 J/cm³ and the efficiency is $31.5/47.0=67\,\%$. As a test, the field was stepped in 3000 equal steps up and down while the state moved downhill in sampled energy. Integrating that loop gave 46.97 and 31.48 J/cm³, in agreement with the energy formulas.

## (g) Compare with a real capacitor

**How far do the neglected effects move these numbers?**

*Real films.* The parameters are round values in the rough regime of zirconia-rich hafnia–zirconia films about 10 nm thick: a permittivity of a few tens (here 29 at zero field; on the polar branch at the peak field the model gives only about 14) and switching at a few MV/cm. They are not a fit to a sample. Real films are polycrystalline, which breaks the assumption of one uniform $a$. At a stability limit $E'(P)=0$, so a small change $\delta a$ at fixed $b,c$ moves the switching field by $P\,\delta a$. A grain whose $a$ differs by 10 % from 0.4 thus switches about 0.4 MV/cm away from the forward field above and about 0.7 MV/cm away from the return field. Such a spread smears the sharp jumps. Grains with $a$ more than 19 % below 0.4 leave the interval and can retain polarization. Grains with $a$ more than about 13 % above 0.4 have $E_f>3$ MV/cm and do not reach their stability limit at this drive.

*Breakdown.* For a rough breakdown field of 4 MV/cm, the drive is at 75 % of breakdown. At fixed $b$ and $c$, the forward field itself reaches 4 MV/cm at $a=0.540$ MV cm/µC. Above this value the forward jump of the uniform model lies beyond breakdown, so the double loop cannot be traced. The film can still be charged along its nonpolar branch at lower fields.

*Thermal activation.* Let a cubic grain of 10 nm edge switch as one unit at 300 K, with a dwell time of $10^{-4}$ s and an assumed attempt time of $10^{-13}$ s. It can cross a barrier of about

$$k_BT\ln(10^{-4}/10^{-13})=0.54\ \text{eV}.$$

The switching fields move to 2.40 and 1.48 MV/cm, so the loop narrows by about 11 %. At 1.99 MV/cm, where the two states have equal $G$, the barrier density is 2.5 J/cm³. By the same criterion, hysteresis is lost for a grain edge near 3.2 nm. The criterion refers to a dwell at fixed field. If the field is instead ramped linearly between 0 and 3 MV/cm in $10^{-4}$ s, the 10 nm grain switches near 2.41 and 1.47 MV/cm (about 8 % narrower), and the 3.2 nm grain keeps a loop about 0.16 MV/cm wide. Domain-wall nucleation offers another path and may reduce the hysteresis further; it is not sized here.

*Temperature.* For an assumed slope $da/dT=3\times10^{-4}$ MV cm/(µC K) and fixed $b,c$, heating by 60 K raises the switching fields to 2.63 and 1.75 MV/cm. The return field moves more because $P_2>P_1$, so the loop narrows. Linear extrapolation puts the lower end of the interval near 47 K, too far from 300 K to be more than an indication.

*Interface layer.* Let a linear layer of thickness $d_i$ and relative permittivity $\varepsilon_i$ lie in series with a film of thickness $d$. Continuity of displacement gives $\varepsilon_0\varepsilon_iE_i=P+\varepsilon_0E$, so the voltage is

$$V=Ed+E_id_i=E\left(d+\frac{d_i}{\varepsilon_i}\right)+\frac{d_i}{\varepsilon_0\varepsilon_i}P .$$

Division by the bracket shows that the stack obeys the same law with $a$ replaced by

$$a+\frac{d_i}{\varepsilon_0(d\varepsilon_i+d_i)} .$$

For an assumed layer of 0.5 nm with $\varepsilon_i=30$ the addition is 0.019 MV cm/µC. The interval for the film's own $a$ moves down to 0.305–0.564 MV cm/µC. A bisection on the summed voltage of the two layers tested this shift and gave the same limits. For $a=0.4$ the switching voltages rise from 2.45 and 1.42 V to 2.64 and 1.77 V. With the film at 3 MV/cm the layer carries $(22.60+0.27)/(0.0885\times30)\approx8.6$ MV/cm, about twice the rough breakdown field used above for the film, so treating it as a linear, insulating dielectric is an assumption that may fail. The result also assumes that the polarization stays uniform.

*Smaller terms.* The vacuum part of the displacement is 0.27 µC/cm² at the peak field, about 1 % of $P_{\max}$. It adds 0.4 J/cm³ to both the supplied and the recovered energy. Ideal tunnelling through an assumed 1.8 eV barrier with mass $0.3\,m_e$ leaks $2\times10^{-4}$ µC/cm² in one dwell time by the zero-temperature formula, about $10^{-5}$ of $P_{\max}$, and about $5\times10^{-4}$ µC/cm² at 300 K. The value depends exponentially on the two assumed numbers: at 300 K a 1.5 eV barrier gives about 0.7 µC/cm², and a mass of $0.15\,m_e$ about 4 µC/cm². Conduction through traps can be larger and is not included. The remaining values are in the numerical output below.

## Numbers as computed

```
sampled a*c/b^2, polar minimum vanishes: 0.25000
sampled a*c/b^2, hysteresis vanishes: 0.45000
sampled a*c/b^2, equal energies at E=0: 0.18750
sampled a*c/b^2, single to double switching: 0.20000
a = 0.400 MV cm/uC
b = 1.80e-03 MV cm5/uC3
c = 2.50e-06 MV cm9/uC5
a*c/b^2 = 0.3086
P0 = 26.83 uC/cm2, E0 = 34.78 MV/cm
interval for a: 0.3240 to 0.5832 MV cm/uC
same interval: 3.240 to 5.832 1e9 V m/C
equal-energy a = 0.2430 MV cm/uC
double-switching onset a = 0.2592 MV cm/uC
zero-field relative permittivity = 29.2
forward switching field = 2.452 MV/cm
return switching field = 1.419 MV/cm
forward jump: P 9.74 to 21.91 uC/cm2
return jump: P 18.36 to 3.79 uC/cm2
film thickness = 10 nm
peak field = 3.0 MV/cm, voltage = 3.0 V
P at peak field = 22.60 uC/cm2
f at peak field = 40.27 J/cm3
drop of G, forward = 6.72 J/cm3
drop of G, return = 8.78 J/cm3
supplied energy = 46.99 J/cm3 (loop 46.97)
recovered energy = 31.49 J/cm3 (loop 31.48)
lost per unipolar cycle = 15.50 J/cm3
efficiency = 67.0 %
vacuum part of displacement = 0.266 uC/cm2
vacuum field energy = 0.398 J/cm3
rough breakdown field = 4.0 MV/cm
peak field / breakdown field = 0.75
a where forward field = breakdown: 0.5402 MV cm/uC
temperature = 300 K, grain edge = 10 nm
dwell = 1e-04 s, attempt time = 1e-13 s
activation energy = 0.536 eV
equal-energy field = 1.986 MV/cm
barrier at that field = 2.534 J/cm3
thermally activated forward field = 2.402 MV/cm
thermally activated return field = 1.481 MV/cm
grain edge where hysteresis is lost = 3.24 nm
assumed da/dT = 3.0e-04 MV cm/(uC K)
forward field after +60 K = 2.630 MV/cm
return field after +60 K = 1.748 MV/cm
temperature at lower end of interval = 47 K
interface layer: 0.5 nm, permittivity 30
shift of a by interface layer = 0.0188 MV cm/uC
bulk a interval with layer: 0.3052 to 0.5644 MV cm/uC
tunnel barrier = 1.8 eV, mass = 0.3 m_e
ideal tunnelling current at peak = 2.1e-06 A/cm2
charge leaked in one dwell = 2.1e-04 uC/cm2
```
